# The exact transparent boundary of the Crank-Nicolson Schrödinger scheme

Let a free particle of mass $m$ leave a region through a boundary beyond which there is nothing to send it back. At frequency $\omega$ the only length that can be formed from $\hbar$, $m$ and $\omega$ is $\sqrt{\hbar/(m\omega)}$. A linear relation between $\partial_x\psi$ and $\psi$ at the boundary must therefore have the form $\partial_x\psi=c\,\sqrt{m\omega/\hbar}\;\psi$ with a pure number $c$. A factor $\omega^{1/2}$ is half a time derivative, and its memory kernel, having the dimension of time to the power $-3/2$, must fall as $t^{-3/2}$.

On a grid with spacing $\Delta x$ and time step $\Delta t$ there are two further scales, and with a constant exterior potential $V_R$ a third. They form two dimensionless numbers,

$$R=\frac{4m\Delta x^2}{\hbar\Delta t},\qquad \sigma=\frac{2m\Delta x^2V_R}{\hbar^2}.$$

A linear, causal and time-independent exterior can then act on the last two grid points only through a convolution with dimensionless coefficients $\nu_n(R,\sigma)$. Dimensions leave these coefficients open; the difference scheme fixes them.

Let $\psi_j^n$ be the value at grid point $j$ and time $n\Delta t$, and let $u_j^n=(\psi_j^{n+1}+\psi_j^n)/2$. The Crank-Nicolson scheme with a real potential is

$$i\hbar\frac{\psi_j^{n+1}-\psi_j^n}{\Delta t}=-\frac{\hbar^2}{2m\Delta x^2}\left(u_{j+1}^n-2u_j^n+u_{j-1}^n\right)+V_ju_j^n .$$

The grid has a hard wall on the left, $\psi_0=0$, and extends to infinity on the right. I assume $V_j=V_R$ for $j\ge J$ and $\psi_j^0=0$ for $j\ge J-1$. The Z-transform is written with $w=1/z$ as $\hat\psi_j(w)=\sum_{n\ge0}\psi_j^nw^n$. Since the scheme conserves $\sum_j|\psi_j^n|^2$ on the infinite grid, this series converges for $|w|<1$, and $\hat\psi_j$ is square summable in $j$.

Multiply the scheme by $w^{n+1}$ and sum over $n\ge0$. The new values give $\hat\psi_j-\psi_j^0$, the old ones $w\hat\psi_j$. For $j\ge J$ the stencil reaches down to $J-1$, so all initial values in it vanish; this is why $\psi_{J-1}^0=0$ is needed. The result is

$$\frac{i\hbar}{\Delta t}(1-w)\hat\psi_j=\frac{1+w}{2}\left[-\frac{\hbar^2}{2m\Delta x^2}(\hat\psi_{j+1}-2\hat\psi_j+\hat\psi_{j-1})+V_R\hat\psi_j\right].$$

Divide by $(1+w)/2$, multiply by $2m\Delta x^2/\hbar^2$ and put $q=(1-w)/(1+w)$. The left side becomes $iRq\,\hat\psi_j$, and hence

$$\hat\psi_{j+1}-2\mu\hat\psi_j+\hat\psi_{j-1}=0,\qquad \mu=1+\frac{\sigma}{2}-\frac{iR}{2}q=\frac{a+\bar a w}{1+w},\qquad a=1+\frac{\sigma}{2}-\frac{iR}{2}.$$

The solutions are powers $\nu^j$ with $\nu+1/\nu=2\mu$, so the two roots have product one. For $|w|<1$,

$$\operatorname{Re}q=\frac{1-|w|^2}{|1+w|^2}>0,\qquad\text{so}\qquad \operatorname{Im}\mu=-\frac R2\operatorname{Re}q<0 .$$

A root $e^{i\alpha}$ on the unit circle would make $\mu=\cos\alpha$ real, which is excluded. One root thus lies inside the circle and the other outside. Let $\nu(w)$ be the inner one. Square summability removes the growing solution and leaves $\hat\psi_J=\nu\hat\psi_{J-1}$, or in time

$$\psi_J^n=\sum_{k=0}^{n}\nu_{n-k}\,\psi_{J-1}^k,\qquad \nu(w)=\sum_{n\ge0}\nu_nw^n. \tag{1}$$

This is the discrete transparent boundary condition. No approximation beyond the difference scheme itself has entered.

To find the coefficients, solve the quadratic equation, $\nu=\mu-\sqrt{\mu^2-1}$, and multiply by $1+w$:

$$(1+w)\nu=a+\bar aw-S,\qquad S^2=(a+\bar aw)^2-(1+w)^2=A+2Bw+\bar Aw^2,$$

with $A=a^2-1$ and $B=|a|^2-1$. Let $\lambda=|A|/A$, so that $\lambda^2=\bar A/A$, and let $t=\lambda w$. Then

$$S=\sqrt A\,\sqrt{1-2xt+t^2},\qquad x=-\frac{B}{|A|}.$$

The sign of $\sqrt A$ is the one for which $|\nu_0|=|a-\sqrt A|<1$. Moreover

$$|A|^2-B^2=2\left(|a|^2-\operatorname{Re}a^2\right)=4(\operatorname{Im}a)^2=R^2,$$

so $|x|<1$, and the two zeros of $S^2$ are distinct and lie on the unit circle.

Write $G=\sqrt{1-2xt+t^2}=\sum_n g_nt^n$. Differentiation gives $(1-2xt+t^2)\,\partial_tG=(t-x)G$. Comparing coefficients of $t^{n-1}$,

$$ng_n-2x(n-1)g_{n-1}+(n-2)g_{n-2}=g_{n-2}-xg_{n-1},$$

and therefore

$$ng_n=(2n-3)x\,g_{n-1}-(n-3)g_{n-2},\qquad g_0=1,\quad g_1=-x .$$

These are Legendre polynomials in disguise: $\partial_xG=-t/G$ means $g_n'=-P_{n-1}$, while $(2n-1)P_{n-1}=P_n'-P_{n-2}'$. At $x=1$ one has $G=1-t$, so $g_n(1)=0$ for $n\ge2$, and $g_n=(P_{n-2}-P_n)/(2n-1)$. With $S_n=\sqrt A\,\lambda^ng_n$ the kernel follows from

$$\nu_n+\nu_{n-1}=a\,\delta_{n0}+\bar a\,\delta_{n1}-S_n,\qquad \nu_{-1}=0. \tag{2}$$

The decay of $\nu_n$ is decided by the singularities of $\nu(w)$ on the unit circle. The candidates are the zeros of $S$, where $\mu=\pm1$, and the point $w=-1$. Solving $\mu=1$ and $\mu=-1$ gives

$$w_1=-\frac{a-1}{\bar a-1},\qquad w_2=-\frac{a+1}{\bar a+1}.$$

Their meaning appears on setting $w=e^{i\omega\Delta t}$, which belongs to the time dependence $e^{-i\omega n\Delta t}$. Then $q=-i\tan(\omega\Delta t/2)$, and with $\nu=e^{ik\Delta x}$ the equation $\mu=\cos k\Delta x$ reads

$$\frac{2\hbar}{\Delta t}\tan\frac{\omega\Delta t}{2}=V_R+\frac{\hbar^2}{m\Delta x^2}(1-\cos k\Delta x). \tag{3}$$

So $w_1$ is the bottom of the grid's energy band, $k=0$, and $w_2$ is its top, $k\Delta x=\pi$. At both the group velocity vanishes, and the slow waves there carry the long memory.

At $w=-1$ we have $S^2=(a-\bar a)^2=-R^2\neq0$, so $S$ is analytic there. Since $\nu$ is bounded in the disc, $(1+w)\nu\to0$, which forces $S(-1)=a-\bar a=-iR$. The numerator of $\nu$ vanishes together with its denominator, and $\nu$ is regular. Only the two branch points remain. Near $w_1$ the singular part of $\nu$ is $-C_1\sqrt{1-w/w_1}$, and likewise near $w_2$. The coefficients of $\sqrt{1-t}$ are

$$\frac{\Gamma(n-\tfrac12)}{\Gamma(-\tfrac12)\,n!}=-\frac{1}{2\sqrt\pi\,n^{3/2}}\left[1+O(1/n)\right].$$

The next singular terms, of power $3/2$, give $n^{-5/2}$. Once the terms of power $1/2$, $3/2$ and $5/2$ are subtracted, the rest has three continuous derivatives on the circle, and its coefficients fall faster than $n^{-3}$. Hence

$$\nu_n=\frac{C_1w_1^{-n}+C_2w_2^{-n}}{2\sqrt\pi\,n^{3/2}}+O(n^{-5/2}). \tag{4}$$

The moduli follow from $\mu^2-1\simeq C_1^2(1-w/w_1)$ near $w_1$. There $\mu^2-1\simeq2(\mu-1)$, and $d\mu/dw=iR/(1+w)^2$, so $|C_1|^2=2R/|1+w_1|^2$. Near $w_2$ the factor $2$ becomes $-2$, which leaves the modulus unchanged. Since $1+w=2/(1+q)$ and $q$ is imaginary on the circle, $|C|^2=\tfrac R2(1+|q|^2)$. The values $q_1=-i\sigma/R$ and $q_2=-i(4+\sigma)/R$ then give

$$|C_1|^2=\frac R2\left(1+\frac{\sigma^2}{R^2}\right),\qquad |C_2|^2=\frac R2\left(1+\frac{(4+\sigma)^2}{R^2}\right).$$

Asymptotically $n^{3/2}|\nu_n|$ stays between $\big||C_1|-|C_2|\big|/(2\sqrt\pi)$ and $(|C_1|+|C_2|)/(2\sqrt\pi)$. If $w_1/w_2$ is not a root of unity, it comes arbitrarily close to both limits; otherwise it settles into a periodic sequence that may miss them. The lower limit is zero for $\sigma=-2$; the power $-3/2$ then generally describes the envelope of a beat. An exception is $R=2$: there $w_1=-i$, $w_2=i$, $C_1^2=-2i$ and $C_2^2=2i$, the two terms stay in quadrature, and $n^{3/2}|\nu_n|$ tends to the constant $1/\sqrt\pi$.

For $V_R=0$ the first term has $w_1=1$ and does not oscillate. Its size $\sqrt{R/2}\,n^{-3/2}/(2\sqrt\pi)$ is the memory of the continuum half derivative: $-s^{1/2}$ is the Laplace transform of $t^{-3/2}/(2\sqrt\pi)$ for $t>0$, and $\Delta x\sqrt{2m/(\hbar\Delta t)}=\sqrt{R/2}$. The second term, from the top of the band, belongs to the grid alone.

The decay law depends on which way the relation is written. The inverse relation $\hat\psi_{J-1}=\ell\hat\psi_J$ with $\ell=1/\nu$ is equally exact, but the outer root obeys $(1+w)\ell=a+\bar aw+S$. At $w=-1$ the right side is $2(a-\bar a)=-2iR$, so $\ell$ has a pole and

$$\ell_n\to-2iR(-1)^n .$$

This kernel does not decay. Its neighbouring sums do, because $\ell_n+\ell_{n-1}=S_n$ for $n\ge2$, and $S_n$ has the same two branch points.

An exact condition should also be safe to use step by step. From the scheme, $|\psi_j^{n+1}|^2-|\psi_j^n|^2=2\operatorname{Re}[\bar u_j(\psi_j^{n+1}-\psi_j^n)]=(2\Delta t/\hbar)\operatorname{Im}[\bar u_j(Hu)_j]$, where $H$ is the grid Hamiltonian. In the sum over $1\le j\le J-1$ the potential terms are real, and the two terms of each inner link are complex conjugates. Only the last link survives:

$$\Delta x\sum_{j=1}^{J-1}\left(|\psi_j^{n+1}|^2-|\psi_j^n|^2\right)=-\frac{\hbar\Delta t}{m\Delta x}\operatorname{Im}\left(\bar u_{J-1}^nu_J^n\right). \tag{5}$$

Because $\psi_{J-1}^0=0$, the averages obey the same convolution as $\psi$. To sum (5) over the first $N$ steps, let $f_n=u_{J-1}^n$ for $n<N$ and zero afterwards. Parseval's relation gives

$$\sum_{n<N}\operatorname{Im}(\bar u_{J-1}^nu_J^n)=\frac1{2\pi}\int_0^{2\pi}\operatorname{Im}\nu(e^{i\theta})\,|\hat f(e^{i\theta})|^2\,d\theta .$$

Inside the disc put $\nu=\rho e^{i\alpha}$ with $\rho<1$. Then $\operatorname{Im}2\mu=(\rho-1/\rho)\sin\alpha<0$ requires $\sin\alpha>0$, so $\operatorname{Im}\nu>0$ there and $\operatorname{Im}\nu\ge0$ on the circle. The interior norm therefore never exceeds its initial value. Equation (5) also shows that each step has a unique solution. If all earlier values vanish, then $u=\psi^{n+1}/2$ and $\psi_J^{n+1}=\nu_0\psi_{J-1}^{n+1}$; with $\operatorname{Im}\nu_0>0$ the left side of (5) is non-negative and the right side non-positive, so $\psi^{n+1}=0$. The finite problem thus reproduces the infinite one.

Suppose now that some other rule is used, $\hat\psi_J=\nu_d\hat\psi_{J-1}$. Count position from point $J-1$ and let a wave arrive with $0<k\Delta x<\pi$. By (3) its group velocity is positive. The field is $e^{ikx}+re^{-ikx}$, and the rule demands $\nu+r/\nu=\nu_d(1+r)$ with $\nu=e^{ik\Delta x}$. Hence

$$|r|=\frac{|\nu-\nu_d|}{|1/\nu-\nu_d|}. \tag{6}$$

Reflection is absent only at frequencies where $\nu_d=\nu$. A discretised continuum condition is reflectionless only if it happens to have the symbol of (1).

Take $V_R=0$. The continuum equation after a Laplace transform is $\hat\psi''=-(2mis/\hbar)\hat\psi$, and its decaying solution obeys

$$\partial_x\hat\psi=-\sqrt{-2mis/\hbar}\;\hat\psi,\qquad \operatorname{Re}\sqrt{\cdots}>0 .$$

Treat time as the interior scheme does, $s\to(2/\Delta t)q$. Then $\kappa=\Delta x\sqrt{-2mis/\hbar}$ satisfies $\kappa^2=-iRq=2(\mu-1)=-4\sin^2(k\Delta x/2)$. As $w$ reaches the unit circle from inside, $\kappa^2$ reaches the negative real axis from the lower half plane, so the root with positive real part tends to $\kappa=-2i\sin\theta$ with $\theta=k\Delta x/2$. Only the space derivative is still approximate.

The one-sided rule $\psi_J-\psi_{J-1}=-\kappa\psi_J$ has $\nu_d=1/(1+\kappa)$. Multiply numerator and denominator of (6) by $1+\kappa$ and use $e^{\pm2i\theta}-1=\pm2i\sin\theta\,e^{\pm i\theta}$:

$$|r|=\left|\frac{2i\sin\theta\,(e^{i\theta}-e^{2i\theta})}{-2i\sin\theta\,(e^{-i\theta}+e^{-2i\theta})}\right|=\frac{|1-e^{i\theta}|}{|1+e^{i\theta}|}=\tan\frac{k\Delta x}{4}.$$

The centred rule $\psi_J-\psi_{J-1}=-\kappa(\psi_J+\psi_{J-1})/2$ has $\nu_d=(1-\kappa/2)/(1+\kappa/2)$. The exact $\nu=e^{2i\theta}$ has the same form with $\kappa$ replaced by $K=-2i\tan\theta$. Inserting both in (6), the remaining factors $|1\pm K/2|$ are equal, and

$$|r|=\left|\frac{\kappa-K}{\kappa+K}\right|=\frac{\tan\theta-\sin\theta}{\tan\theta+\sin\theta}=\frac{1-\cos\theta}{1+\cos\theta}=\tan^2\frac{k\Delta x}{4}. \tag{7}$$

For long waves the amplitudes are $k\Delta x/4$ and $(k\Delta x)^2/16$. At fixed $k$ neither depends on $\Delta t$, so a shorter time step does not reduce them. At the top of the band both reach one.

If the half derivative is instead built from the backward-Euler symbol $s\to(1-w)/\Delta t$, then $\kappa$ is multiplied by $\gamma=\sqrt{(1+w)/2}\simeq1+i\omega\Delta t/4$. The first form of (7) becomes $|\gamma\cos\theta-1|/|\gamma\cos\theta+1|$, which to leading order is

$$|r|\simeq\left|-\frac{(k\Delta x)^2}{16}+\frac{i\omega\Delta t}{8}\right| .$$

The space and time errors add in quadrature. In all three rules $\operatorname{Im}\kappa<0$ inside the disc, so $\operatorname{Im}\nu_d>0$ and the norm argument applies. Their reflection is not an instability.

For numbers, take an electron with $\Delta x=0.05$ nm and $\Delta t=0.02$ fs, so that $R=4.319$. With $V_R=0$, $|C_1|=\sqrt{4.319/2}=1.470$ and $|C_2|=1.470\sqrt{1+(4/4.319)^2}=2.003$. The grid's own term is the larger one here. The predicted limits of $n^{3/2}|\nu_n|$ are $0.533/3.545=0.150$ and $3.4724/3.5449=0.980$, and the kernel between $n=4000$ and $5999$ fills this range. The error of the scaled law (4) drops from $7.9\times10^{-4}$ near $n=1000$ to $2.0\times10^{-4}$ near $n=4000$, as $1/n$ requires. The inverse kernel at $n=1200$ is $-8.638i$, equal to $-2iR$ to the digits shown.

A Gaussian packet with a position spread of 1 nm starts 12 nm from the boundary and is followed for 24 fs. Its amplitude at the boundary is initially $e^{-36}$ of the peak and is set to zero there. With condition (1) the wave function agrees with that on a grid too long for any return to within $4\times10^{-15}$ of the initial peak, for $k_0=10$ and $20$ nm$^{-1}$. The probability left inside is $5\times10^{-20}$ for $k_0=10$ nm$^{-1}$. For $20$ nm$^{-1}$ the computed $2\times10^{-28}$ is only rounding error: spread over the domain, it corresponds to an amplitude of a few $10^{-15}$ of the peak. With a 1 eV potential step inside the domain, $7.0\times10^{-3}$ remains for $k_0=10$ nm$^{-1}$. The long grid gives the same wave function, so this remainder does not come from the boundary.

The discretised continuum conditions behave differently. At $k_0\Delta x=0.5$ the one-sided rule has $|r|=\tan0.125=0.1257$, and the centred one $0.1257^2=0.0158$. The measured reflected probabilities are $1.583\times10^{-2}$ and $2.532\times10^{-4}$. They slightly exceed $|r(k_0)|^2$, because the packet averages a convex function of $k$ over a spectrum symmetric about $k_0$; the averaged laws reproduce them to all printed digits. Doubling $k_0$ raises them by factors of 4.1 and 17, near the long-wave values $2^2$ and $2^4$.

For backward Euler at $k_0\Delta x=0.5$, (3) gives $\omega\Delta t=2\arctan(2\times0.1224/4.319)=0.113$. The estimate is $\sqrt{0.0156^2+0.0142^2}=0.021$, against $0.0215$ from the full expression (6).

The exactness of (1) is relative to the difference scheme: the grid's errors in energy and velocity remain. It also rests on uniform steps, a constant exterior potential and an initially empty exterior. If the potential still varies beyond $J-1$, waves that should return from there are lost; if the packet already extends across the boundary, its outer part is missing from (1). The numerical output follows below.

## Values computed for the example and the checks

```
grid spacing = 0.050 nm, time step = 0.020 fs
steps = 1200, duration = 24.0 fs
packet spread = 1.00 nm, start to boundary = 12.00 nm
R = 4.31900 (dimensionless)
V_R = 0.0 eV: sigma = 0.00000, |C1| = 1.4695, |C2| = 2.0029
  contour-integral error of kernel = 1.8e-15
  n^1.5 |nu_n|, n = 4000..5999: measured 0.1505 to 0.9796
  same range from branch points: 0.1505 to 0.9796
  error of scaled law: n~1000 7.9e-04, n~4000 2.0e-04
  inverse kernel at n = 1200: -0.0000-8.6380j; -2iR = -8.6380i
  nu_0 = 0.08001+0.18780j, nu_1 = 0.24501+0.24952j
  |nu_10| = 1.473e-02, |nu_100| = 9.746e-04, |nu_1000| = 3.060e-05
V_R = 1.0 eV: sigma = 0.06562, |C1| = 1.4697, |C2| = 2.0182
  contour-integral error of kernel = 2.0e-15
  n^1.5 |nu_n|, n = 4000..5999: measured 0.1547 to 0.9839
  same range from branch points: 0.1547 to 0.9839
  error of scaled law: n~1000 8.0e-04, n~4000 2.0e-04
  inverse kernel at n = 1200: -0.0000-8.6380j; -2iR = -8.6380i
exact condition, k0 = 10 /nm, step 0 eV: deviation/peak = 3.9e-15
  probability left inside = 4.80e-20
exact condition, k0 = 20 /nm, step 0 eV: deviation/peak = 3.4e-15
  probability left inside = 2.13e-28
exact condition, k0 = 10 /nm, step 1 eV: deviation/peak = 3.5e-15
  probability left inside = 6.97e-03
k0 = 10 /nm: k0 dx = 0.50, grid energy = 3.731 eV
  one-sided, CN time: |r(k0)| = 0.12566
    reflected probability: run 1.58308e-02, law 1.58308e-02
  centred, CN time: |r(k0)| = 0.01579
    reflected probability: run 2.53163e-04, law 2.53163e-04
  centred, backward Euler: |r(k0)| = 0.02151
    reflected probability: run 4.69702e-04, law 4.69702e-04
k0 = 20 /nm: k0 dx = 1.00, grid energy = 14.012 eV
  one-sided, CN time: |r(k0)| = 0.25534
    reflected probability: run 6.52492e-02, law 6.52492e-02
  centred, CN time: |r(k0)| = 0.06520
    reflected probability: run 4.26903e-03, law 4.26903e-03
  centred, backward Euler: |r(k0)| = 0.08806
    reflected probability: run 7.78595e-03, law 7.78595e-03
```
